# Fitting a One-Gaussian Pseudopotential to Lithium and Testing Its Transferability: test program

```python
"""Energy-consistent one-Gaussian pseudopotential for the lithium valence electron.

Result under test: V(r) = -1/r + A exp(-a r^2), with A and a fitted to the
2s and 3s levels of lithium, predicts the 4s level, but fails for 2p.
Reference levels: frozen-core Hartree-Fock (valence electron outside Li+ 1s^2).
Symbols: A (hartree) and a (bohr^-2) are the Gaussian's height and exponent,
l is the angular momentum, delta the quantum defect in E = -1/(2 (n-delta)^2).
Hartree atomic units throughout; energies relative to Li+ plus a free electron.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, fsolve
from scipy.special import eval_genlaguerre, gammaln
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


# ---------- reference levels: frozen-core Hartree-Fock ----------
def frozen_core_levels(ratio, n_s, n_p):
    """s levels (1s, 2s, 3s, 4s), 2p level, and energy gain on adding frozen 2s."""
    shells = [[0, [0.001 * ratio**k, 1.0]] for k in range(n_s)]
    shells += [[1, [0.003 * 1.8**k, 1.0]] for k in range(n_p)]
    ion = gto.M(atom="Li 0 0 0", basis={"Li": shells}, charge=1, spin=0, verbose=0)
    mf = scf.RHF(ion)
    mf.init_guess = "1e"
    mf.conv_tol = 1e-11
    mf.kernel()
    assert mf.converged
    fock, overlap = mf.get_fock(), mf.get_ovlp()
    s_levels, s_orbitals = eigh(fock[:n_s, :n_s], overlap[:n_s, :n_s])
    p_level = None
    if n_p:
        assert np.max(np.abs(fock[:n_s, n_s:])) < 1e-7
        px = slice(n_s, None, 3)
        p_level = eigh(fock[px, px], overlap[px, px], eigvals_only=True)[0]
    # total energy of the neutral atom with unrelaxed 1s^2 core and one 2s electron
    atom = gto.M(atom="Li 0 0 0", basis={"Li": shells}, charge=0, spin=1, verbose=0)
    orbitals = np.zeros((fock.shape[0], 2))
    orbitals[:n_s] = s_orbitals[:, :2]
    density_up = orbitals @ orbitals.T
    density_down = np.outer(orbitals[:, 0], orbitals[:, 0])
    neutral = scf.UHF(atom).energy_tot(np.array([density_up, density_down]))
    return s_levels[:4], p_level, neutral - mf.e_tot


s_ref, E2p_ref, added_energy = frozen_core_levels(1.7, 35, 17)
s_check, _, _ = frozen_core_levels(1.9, 29, 0)
E2s, E3s, E4s = s_ref[1:]
basis_change = np.max(np.abs(s_ref[1:] - s_check[1:]))
assert basis_change < 5e-6
assert abs(added_energy - E2s) < 1e-7

# ---------- pseudo-atom in an orthonormal Laguerre basis ----------
N_BASIS, SCALE, R_MAX = 50, 2.0, 200.0
nodes, weights = np.polynomial.legendre.leggauss(500)
t = 0.5 * (nodes + 1.0)
r = R_MAX * t**2
w = weights * R_MAX * t


def build_channel(l):
    """Basis functions on the grid and the Hamiltonian with potential -1/r."""
    x, alpha = SCALE * r, 2 * l + 2
    phi = np.empty((r.size, N_BASIS))
    dphi = np.empty_like(phi)
    for k in range(N_BASIS):
        norm = np.sqrt(SCALE) * np.exp(0.5 * (gammaln(k + 1) - gammaln(k + alpha + 1)))
        lag = eval_genlaguerre(k, alpha, x)
        dlag = -eval_genlaguerre(k - 1, alpha + 1, x) if k else 0.0 * x
        decay = norm * np.exp(-x / 2)
        phi[:, k] = decay * x**(l + 1) * lag
        dphi[:, k] = SCALE * decay * ((l + 1) * x**l * lag
                                     + x**(l + 1) * (dlag - lag / 2))
    assert np.allclose(phi.T @ (w[:, None] * phi), np.eye(N_BASIS), atol=1e-8)
    potential = l * (l + 1) / (2 * r**2) - 1 / r
    h0 = 0.5 * dphi.T @ (w[:, None] * dphi) + phi.T @ ((w * potential)[:, None] * phi)
    return phi, h0


channels = {l: build_channel(l) for l in (0, 1)}


def hamiltonian(A, a, l=0):
    phi, h0 = channels[l]
    return h0 + A * phi.T @ ((w * np.exp(-a * r**2))[:, None] * phi)


def levels(A, a, l=0):
    return np.linalg.eigvalsh(hamiltonian(A, a, l))[:3]


def level_gradients(A, a):
    """Rows: three s levels; columns: dE/dA and dE/da from expectation values."""
    vectors = np.linalg.eigh(hamiltonian(A, a))[1][:, :3]
    density = (channels[0][0] @ vectors)**2
    gauss = np.exp(-a * r**2)
    return np.column_stack([density.T @ (w * gauss),
                            -A * density.T @ (w * r**2 * gauss)])


def finite_difference_levels(A, a, l):
    """Independent solution on uniform grids, extrapolated to zero spacing."""
    results = []
    for h in (0.02, 0.01):
        grid = h * np.arange(1, int(round(90 / h)))
        v = l * (l + 1) / (2 * grid**2) - 1 / grid + A * np.exp(-a * grid**2)
        results.append(eigh_tridiagonal(1 / h**2 + v,
                                        np.full(grid.size - 1, -0.5 / h**2),
                                        eigvals_only=True, select="i",
                                        select_range=(0, 2)))
    return (4 * results[1] - results[0]) / 3


assert np.allclose(levels(0, 1), [-1 / 2, -1 / 8, -1 / 18], atol=1e-8)
assert np.allclose(levels(0, 1, 1), [-1 / 8, -1 / 18, -1 / 32], atol=1e-8)


# ---------- the fit ----------
def height_for_2s(a):
    """The A that puts the lowest s level at the 2s energy for given a."""
    return np.exp(brentq(lambda q: levels(np.exp(q), a)[0] - E2s,
                         np.log(0.05), np.log(1e5), xtol=1e-13))


def mismatch_3s(a):
    return levels(height_for_2s(a), a)[1] - E3s


scan = np.geomspace(0.4, 6.0, 13)
scan_heights = np.array([height_for_2s(a) for a in scan])
scan_levels = np.array([levels(A, a) for A, a in zip(scan_heights, scan)])
scan_error = scan_levels[:, 1] - E3s
roots = [brentq(mismatch_3s, scan[i], scan[i + 1], xtol=1e-10)
         for i in range(len(scan) - 1) if scan_error[i] * scan_error[i + 1] < 0]
assert len(roots) >= 1, "no exact two-level fit in the scanned range"
a_fit = roots[0]
A_fit = height_for_2s(a_fit)
E_fit = levels(A_fit, a_fit)
E_grid = finite_difference_levels(A_fit, a_fit, 0)
assert np.allclose(E_fit[:2], [E2s, E3s], atol=1e-9)
assert np.allclose(E_fit, E_grid, atol=1e-6)
error_4s = E_fit[2] - E4s


# ---------- quantum defects and extrapolations ----------
def defect(n, energy):
    return n - 1 / np.sqrt(-2 * energy)


d2, d3, d4 = defect(2, E2s), defect(3, E3s), defect(4, E4s)
E4_constant = -0.5 / (4 - d3)**2
slope = (d3 - d2) / (E3s - E2s)
E4_linear = brentq(lambda e: e + 0.5 / (4 - d3 - slope * (e - E3s))**2, -0.05, -0.03)
assert abs(error_4s) < 1e-4
assert abs(error_4s) < abs(E4_constant - E4s)

# ---------- response of the prediction to the fitted levels ----------
gradients = level_gradients(A_fit, a_fit)
step_A, step_a = 1e-4 * A_fit, 1e-4 * a_fit
numeric = np.column_stack([
    (levels(A_fit + step_A, a_fit) - levels(A_fit - step_A, a_fit)) / (2 * step_A),
    (levels(A_fit, a_fit + step_a) - levels(A_fit, a_fit - step_a)) / (2 * step_a)])
assert np.allclose(gradients, numeric, rtol=1e-4, atol=1e-8)
c2, c3 = np.linalg.solve(gradients[:2].T, gradients[2])


def refitted_4s(shift_2s, shift_3s):
    target = np.array([E2s + shift_2s, E3s + shift_3s])
    solution = fsolve(lambda p: levels(*p)[:2] - target, [A_fit, a_fit],
                      fprime=lambda p: level_gradients(*p)[:2], xtol=1e-11)
    assert np.max(np.abs(levels(*solution)[:2] - target)) < 1e-10
    return levels(*solution)[2]


shift = 1e-6
c2_refit = (refitted_4s(shift, 0) - refitted_4s(-shift, 0)) / (2 * shift)
c3_refit = (refitted_4s(0, shift) - refitted_4s(0, -shift)) / (2 * shift)
assert np.allclose([c2, c3], [c2_refit, c3_refit], rtol=1e-2, atol=1e-3)

# ---------- the same local potential in the p channel ----------
E2p_fit = levels(A_fit, a_fit, 1)[0]
assert abs(E2p_fit - finite_difference_levels(A_fit, a_fit, 1)[0]) < 1e-6
assert E2p_ref < -1 / 8 < E2p_fit
error_2p = E2p_fit - E2p_ref
assert abs(error_2p) > 20 * abs(error_4s)

# ---------- numbers for the text ----------
print("Lithium, frozen-core Hartree-Fock reference")
for name, energy in (("2s", E2s), ("3s", E3s), ("4s", E4s), ("2p", E2p_ref)):
    print(f"reference {name}: {energy:.6f} hartree = {energy * HARTREE_EV:.4f} eV")
print(f"largest s-level change with another basis: {basis_change:.1e} hartree")
print(f"energy change on adding frozen 2s: {added_energy:.6f} hartree")
print(f"quantum defects 2s, 3s, 4s: {d2:.5f}, {d3:.5f}, {d4:.5f}")
print("Curve on which 2s is exact: a (bohr^-2), A, 3s error, 4s error (hartree)")
for a, A, e in zip(scan, scan_heights, scan_levels):
    print(f"  {a:.4f}  {A:.4f}  {e[1] - E3s:+.2e}  {e[2] - E4s:+.2e}")
print(f"number of two-level fits found in the scan: {len(roots)}")
for a in roots:
    A = height_for_2s(a)
    print(f"  fit: a = {a:.4f} bohr^-2, A = {A:.4f} hartree, "
          f"4s = {levels(A, a)[2]:.6f} hartree")
print(f"used fit: a = {a_fit:.4f} bohr^-2, A = {A_fit:.4f} hartree")
print("fitted potential, s levels (Laguerre basis):",
      ", ".join(f"{e:.6f}" for e in E_fit), "hartree")
print("fitted potential, s levels (finite differences):",
      ", ".join(f"{e:.6f}" for e in E_grid), "hartree")
print(f"predicted 4s: {E_fit[2]:.6f} hartree = {E_fit[2] * HARTREE_EV:.4f} eV")
print(f"4s error: {error_4s:+.2e} hartree = {error_4s * HARTREE_EV * 1000:+.3f} meV")
print(f"4s from constant defect: {E4_constant:.6f} hartree, "
      f"error {E4_constant - E4s:+.2e}")
print(f"4s from defect linear in E: {E4_linear:.6f} hartree, "
      f"error {E4_linear - E4s:+.2e}")
print("level gradients dE/dA (no unit), dE/da (hartree bohr^2):")
for name, row in zip(("2s", "3s", "4s"), gradients):
    print(f"  {name}: {row[0]:.6f}, {row[1]:.6f}")
print(f"sensitivity c2 = {c2:.4f}, c3 = {c3:.4f} (no unit)")
print(f"sensitivity by refitting: c2 = {c2_refit:.4f}, c3 = {c3_refit:.4f} (no unit)")
print(f"2p from the same potential: {E2p_fit:.6f} hartree")
print(f"2p error: {error_2p:+.6f} hartree = {error_2p * HARTREE_EV:+.4f} eV")
print(f"size ratio of 2p error to 4s error: {abs(error_2p / error_4s):.0f}")
print("all assertions hold")
```

Output:

```
Lithium, frozen-core Hartree-Fock reference
reference 2s: -0.196304 hartree = -5.3417 eV
reference 3s: -0.073797 hartree = -2.0081 eV
reference 4s: -0.038474 hartree = -1.0469 eV
reference 2p: -0.128637 hartree = -3.5004 eV
largest s-level change with another basis: 7.6e-08 hartree
energy change on adding frozen 2s: -0.196304 hartree
quantum defects 2s, 3s, 4s: 0.40405, 0.39705, 0.39505
Curve on which 2s is exact: a (bohr^-2), A, 3s error, 4s error (hartree)
  0.4000  1.0223  -3.73e-03  -1.86e-03
  0.5013  1.3099  -2.29e-03  -1.14e-03
  0.6282  1.7417  -1.32e-03  -6.57e-04
  0.7872  2.4138  -6.88e-04  -3.42e-04
  0.9865  3.5071  -2.87e-04  -1.43e-04
  1.2362  5.3836  -3.64e-05  -1.93e-05
  1.5492  8.8172  +1.17e-04  +5.61e-05
  1.9414  15.5905  +2.09e-04  +1.02e-04
  2.4329  30.1626  +2.64e-04  +1.29e-04
  3.0488  64.8519  +2.98e-04  +1.45e-04
  3.8206  158.0197  +3.17e-04  +1.55e-04
  4.7879  447.4296  +3.29e-04  +1.60e-04
  6.0000  1517.5921  +3.36e-04  +1.64e-04
number of two-level fits found in the scan: 1
  fit: a = 1.2923 bohr^-2, A = 5.8998 hartree, 4s = -0.038476 hartree
used fit: a = 1.2923 bohr^-2, A = 5.8998 hartree
fitted potential, s levels (Laguerre basis): -0.196304, -0.073797, -0.038476 hartree
fitted potential, s levels (finite differences): -0.196304, -0.073797, -0.038476 hartree
predicted 4s: -0.038476 hartree = -1.0470 eV
4s error: -1.36e-06 hartree = -0.037 meV
4s from constant defect: -0.038517 hartree, error -4.28e-05
4s from defect linear in E: -0.038474 hartree, error +3.37e-07
level gradients dE/dA (no unit), dE/da (hartree bohr^2):
  2s: 0.006400, -0.061116
  3s: 0.001589, -0.014574
  4s: 0.000612, -0.005543
sensitivity c2 = -0.0269, c3 = 0.4931 (no unit)
sensitivity by refitting: c2 = -0.0269, c3 = 0.4931 (no unit)
2p from the same potential: -0.113932 hartree
2p error: +0.014704 hartree = +0.4001 eV
size ratio of 2p error to 4s error: 10821
all assertions hold
```
